Splitting the RPA zero-point energy into plasmon and continuum parts

**Question**

I am treating the RPA energy of the uniform electron gas as a zero-point energy, half the sum of the shifts of all density modes at each q. I want to separate the plasmon from the particle-hole continuum at rs = 4.

My first attempt was to call Ω/2 the plasmon part, with Ω the plasmon energy. At q = 0.5 kF this gives 0.1184 Ha and leaves −0.0436 Ha for the continuum, although every mode should be pushed up by the repulsion. Both parts also jump where the plasmon disappears.

I am not sure where that happens either. Putting a flat plasmon energy ωp on the continuum edge gives q = 0.335 bohr⁻¹, while ωp/kF gives 0.451 bohr⁻¹. What is the right split, and where does the plasmon enter the continuum?

**Answer**

Your sum is sound. The negative remainder comes from how one mode is counted. I use hartree atomic units, the unpolarized gas at zero temperature, v = 4π/q² and Q = q/kF.

**The shift at one q**

Lifting an electron from a filled k to an empty k+q costs

w = |k+q|²/2 − k²/2 = q²/2 + q k_z,

with k_z along q. In a large finite volume, group pairs of equal energy w_i and let g_i be their number per volume, both spins included. The Coulomb term couples to the total density, so one combination per group moves and the others stay at w_i. The free response is

χ0(ω) = Σ g_i [1/(ω − w_i) − 1/(ω + w_i)] = Σ g_i 2w_i/(ω² − w_i²).

The RPA modes are the zeros of

ε(ω) = 1 − vχ0 = 1 + v Σ g_i 2w_i/(w_i² − ω²).

As a function of ω², ε rises between its poles. It therefore has one zero Ω_i between w_i and the next level, and one above the highest level. Since ε → 1 at infinity,

ε(iu) = Π (u² + Ω_i²)/(u² + w_i²).

The integral ∫₀^∞ du ln[(u²+a²)/(u²+b²)] equals π(a−b): it vanishes at a = b, and its derivative with respect to a is ∫₀^∞ 2a du/(u²+a²) = π. Hence

Δ(q) ≡ ½ Σ (Ω_i − w_i) = ∫₀^∞ du/(2π) ln ε(q,iu).

The total shift is the sum of Δ(q) over all q. By itself this sum diverges at large q, where Δ falls only as 1/q². It becomes finite once the first-order term derived in the last section is subtracted.

**From the imaginary axis to a phase**

All zeros and poles of ε are real, so ln ε is analytic inside the first quadrant. It falls as 1/z² at large z, so the arc at infinity contributes nothing. Closing the contour gives

∫₀^∞ dω ln ε(ω+i0) = i ∫₀^∞ du ln ε(iu).

Because ε(iu) is real and positive, the imaginary part reads

Δ(q) = (1/2π) ∫₀^∞ dω φ(ω), φ = arg ε(ω+i0).

Inside the quadrant ω² has a positive imaginary part, so Im ε > 0. On the real axis φ therefore lies between 0 and π.

The phase measures how far a level moves. Take levels with even spacing d, and a mode at Ω = w_i + s d. Write 2w/(w²−Ω²) = 1/(w−Ω) + 1/(w+Ω). The nearby levels need the sum Σ_m 1/(m−s) = −π cot πs over all integers m. With G = g/d, the condition ε = 0 becomes

0 = Re ε − πvG cot πs = Re ε − Im ε cot πs,

since 1/(w−Ω−i0) gives Im ε = πvG. Thus tan πs = tan φ, and s = φ/π. At q = 0.5 kF, diagonalization gives s = 0.119 at 0.0289 Ha and 0.813 at 0.1297 Ha, matching φ/π at both energies. A continuum level moves up by a fraction of a spacing. The highest level has no neighbour above it, and it can move a finite distance. It does so when ε(ω₊) < 0, the case treated next, and it then becomes the plasmon; otherwise it too moves by only a fraction of a spacing.

**The split**

The largest pair energy has k_z = kF, so the upper edge is

ω₊ = q kF + q²/2.

The lower edge ω₋ is zero for q < 2kF and q²/2 − q kF beyond. Below ω₋ every term in ε − 1 is positive, so φ = 0. Above ω₊, ε is real and rises to 1. If ε(ω₊) < 0, it crosses zero once, at Ω. Then φ = π from ω₊ to Ω and zero beyond, which gives

Δ = ½(Ω − ω₊) + (1/2π) ∫ from ω₋ to ω₊ of φ dω.

The first term is the pole part, absent when there is no plasmon. The second is the continuum part, which is positive. At q = 0.5 kF, with Ω = 0.23687 and ω₊ = 0.14387 Ha,

pole = ½(0.23687 − 0.14387) = 0.0465 Ha,
continuum = 0.0284 Ha,
sum = 0.0749 Ha.

Your version follows from integrating by parts:

Δ = ½ ∫₀^∞ dω ω (−φ′/π).

The drop of φ by π at Ω gives Ω/2. Across the continuum φ climbs from 0 to π, so −φ′/π integrates to −1: the continuum has lost one mode. Your remainder is negative because it contains that missing mode's −ω₊/2. The sum is unchanged, but at the entry point your two parts jump by ω₊/2 = 0.160 Ha in opposite directions. The shift form is continuous there, because Ω → ω₊.

There is also a physical reason for the shift form. Replace v by λv and raise λ from 0 to 1. The pole obeys λvχ0(Ω) = 1. Near it,

χ_λ = χ0/(1 − λvχ0) ≈ −1/[λ²v²χ0′(Ω)(ω − Ω + i0)].

By the Hellmann–Feynman theorem the energy changes with λ at a rate equal to the expectation value of the unscaled interaction, so this rate is what must be integrated over λ. Its fluctuation part at this q is (v/2)∫₀^∞(dω/π)(−Im χ_λ), so the pole contributes −1/[2λ²vχ0′(Ω)]. Differentiating the pole condition gives

vχ0 + λvχ0′ dΩ/dλ = 0, so dΩ/dλ = −1/(λ²vχ0′).

The pole's contribution is thus ½ dΩ/dλ. It starts at the coupling λc where Ω = ω₊, and integrating to λ = 1 gives ½(Ω − ω₊). At q = 0.5 kF, λc = 0.186, and integrating pole weights from diagonalization again gives 0.0465 Ha.

**Where the plasmon enters**

The entry condition is vχ0(ω₊) = 1. The sum in χ0 may run over all filled k: if k+q is also filled, then k and −k−q have opposite w and their terms cancel. A slice at fixed k_z has area π(kF² − k_z²), and the spin factor is 2, so

χ0 = (1/4π²) ∫ dk_z (kF² − k_z²)[1/(ω − w) − 1/(ω + w)], −kF < k_z < kF.

At the edge, ω₊ − w = q(kF − k_z). The first term integrates to

(1/q) ∫ (kF + k_z) dk_z = 2kF²/q.

For the second, set x = kF + k_z, which runs from 0 to 2kF. Then ω₊ + w = q(x+q), and the numerator is

x(2kF − x) = (x+q)(2kF + q − x) − q(2kF + q).

Dividing by q(x+q) and integrating gives

(2kF² + 2kF q)/q − (2kF + q) ln(1 + 2kF/q).

Subtracting this from the first term, the 2kF²/q pieces cancel:

χ0(ω₊) = (kF/4π²)[(2+Q) ln(1 + 2/Q) − 2].

With v = 4π/(kF²Q²), the condition becomes

π kF Q² = (2+Q) ln(1 + 2/Q) − 2.

The left side rises with Q. The right side has derivative ln(1+2/Q) − 2/Q < 0 and falls from infinity to zero. There is one root Qc, and the plasmon lies outside the continuum for Q < Qc.

At rs = 4, kF = 0.47979 bohr⁻¹ and the root is Qc = 0.9454. Both sides then equal 1.347. Therefore

qc = 0.9454 × 0.47979 = 0.4536 bohr⁻¹ = 0.857 Å⁻¹,
Ω(qc) = 0.2176 + 0.1029 = 0.3205 Ha = 8.72 eV.

The two terms in Ω(qc) are qc kF and qc²/2. Your flat-plasmon estimate is low because Ω has risen from ωp = 0.2165 Ha to 0.3205 Ha, by 0.1040 Ha. The estimate ωp/kF also drops q²/2 = 0.1029 Ha from the edge. The two omissions nearly cancel at this density, which is why 0.451 comes so close.

**How it meets the edge**

Let δ = ω − ω₊ and y = kF − k_z. Near y = 0 the derivative of the first term in χ0 contains

−(1/4π²) ∫ 2kF y dy/(qy + δ)² ≈ −(kF/2π²q²) ln(q kF/δ).

So ∂ε/∂ω diverges logarithmically at the edge, while ε taken along the edge passes through zero at qc with a finite slope. To leading logarithm, the gap δ = Ω − ω₊ obeys

δ ln(q kF/δ) ∝ qc − q.

The ratio δ/(qc − q) tends to zero, so the plasmon curve becomes tangent to the edge, but slowly. At 10%, 1% and 0.1% below qc the ratio is 0.278, 0.154 and 0.103 Ha·bohr.

**Limits and the correlation energy**

For small q, use Σ 2g_i w_i = nq², with n the density. It follows from the k_z integral above, where the term odd in k_z drops out. At frequencies far above the continuum, vχ0 ≈ 4πn/ω², so Ω → ωp = √(4πn). Since φ ≤ π, the continuum part is at most ω₊/2, which vanishes with q. Hence Δ → ωp/2, all of it in the pole. At Q = 0.1 the parts are 0.0965 and 0.0039 Ha. At Q = 0.9 they are 0.00245 and 0.05365 Ha.

For large q, ln ε ≈ ε − 1 and Δ approaches its first-order value

∫₀^∞ du/(2π) v Σ g_i 2w_i/(w_i²+u²) = ½v Σ g_i = ½vnS0.

Here S0 is the fraction of filled states that q carries outside the Fermi sphere. For Q < 2 the two displaced spheres overlap in two caps of height kF(1 − Q/2), a fraction ½(1−Q/2)²(2+Q/2) of the sphere, so S0 = 3Q/4 − Q³/16. For Q > 2, S0 = 1. At Q = 2.5, Δ = 0.0159 Ha against 0.0163 Ha at first order.

This first-order term must be subtracted to obtain the correlation energy. The interaction energy at each q is ½vn(S−1), and with S = S0 it is the exchange energy, which is counted separately. Per electron,

e_c = (1/n) ∫₀^∞ q²dq/(2π²) [Δ − ½vnS0].

For q < qc, the pole, continuum and first-order terms give

0.0096 + 0.0179 − 0.0493 = −0.0218 Ha.

The region q > qc, with no pole outside the continuum, adds −0.0250 Ha, for a total of −0.0468 Ha. Just beyond qc the plasmon survives as a damped resonance inside the continuum, and it is counted in the continuum part: at Q = 1.0 the loss function Im(−1/ε) peaks at 0.340 Ha with a width of about 0.01 Ha, and by Q = 1.3 the width has grown to about 0.2 Ha. The pole part exceeds the continuum part only for Q below about 0.59, and the factor q² favours larger q, so the pole supplies about a third of the summed Δ for q < qc, 0.0096 of 0.0275 Ha. The shift counting also says where the first-order term belongs. Near the pole w_i the condition ε = 0 at small λ reads 1 ≈ λv g_i/(Ω_i − w_i), so level i moves by λv g_i. The weight g of the highest level vanishes as the levels get dense, and for λ < λc there is no pole at all, so the first-order term comes entirely from the continuum. In this counting the plasmon contributes +0.0096 Ha to e_c and the continuum −0.0564 Ha.

These are RPA results for a model gas. Exchange and other corrections to the response move qc by far more than the digits shown: replacing v by v(1 − G_H) in the entry condition, with the static Hubbard factor G_H = Q²/[2(Q² + 1)], gives Qc = 0.864 and an entry energy of 7.75 eV instead of 0.945 and 8.72 eV. Decay into several pairs, also absent here, can damp the plasmon below qc, and the pole is then no longer sharply separated. The numerical output below gives the split at further wave vectors.

Computed results

```
INPUT AND SCALES (hartree atomic units)
rs = 4.0 bohr, density n = 3.730194e-03 bohr^-3
kF = 0.47979 bohr^-1, plasma frequency wp = 0.21651 Ha
ENTRY OF THE PLASMON INTO THE CONTINUUM
q_c/kF = 0.94538
q_c = 0.45358 bohr^-1 = 0.8571 angstrom^-1
q_c from pair sum = 0.45358 bohr^-1
plasmon energy at q_c = 0.32049 Ha = 8.721 eV
each side of equation at q_c = 1.34715
estimate, flat plasmon meets edge: q = 0.33459 bohr^-1
estimate wp/kF = 0.45125 bohr^-1
APPROACH: 1-q/q_c, gap Omega-w_top (Ha), gap/(q_c-q) (Ha bohr)
  0.100  1.2614e-02  0.27809
  0.010  6.9711e-04  0.15369
  0.001  4.6885e-05  0.10337
SPLIT (Ha): q/kF, w_top, Omega, pole, continuum, sum, first order
 0.10 0.02417 0.21724 0.09654 0.00389 0.10043 0.76297
 0.25 0.06474 0.22121 0.07823 0.01163 0.08987 0.30385
 0.50 0.14387 0.23687 0.04650 0.02837 0.07487 0.14954
 0.75 0.23739 0.26997 0.01629 0.04621 0.06250 0.09704
 0.90 0.30041 0.30530 0.00245 0.05365 0.05610 0.07912
 1.00 0.34530    none 0.00000 0.05219 0.05219 0.07000
 1.50 0.60427    none 0.00000 0.03609 0.03609 0.04136
 2.50 1.29486    none 0.00000 0.01591 0.01591 0.01629
AT q/kF = 0.5
bare convention: Omega/2 = 0.11844 Ha, remainder = -0.04356 Ha
critical coupling lambda_c = 0.18622
pole part from coupling integral = 0.04650 Ha
jump of bare parts at q_c = 0.16025 Ha
LEVEL SHIFT / SPACING and phase/pi: energy (Ha), both fractions
0.02886  0.1188  0.1188
0.05766  0.2516  0.2516
0.10807  0.6299  0.6299
0.12968  0.8128  0.8128
CORRELATION ENERGY PER ELECTRON (Ha)
q<q_c: pole part       = 0.00957
q<q_c: continuum part  = 0.01788
q<q_c: first order     = 0.04928 (to be subtracted)
q<q_c: net             = -0.02183
q>q_c: net             = -0.02498
RPA total e_c          = -0.04681 Ha = -1.274 eV
VWN fit to RPA (libxc) = -0.04747
```
